# When linewidth roughness is not √2 times line-edge roughness

Take a printed line whose two edges wander from side to side in step, like two copies of one curve set side by side. Wherever the left edge moves 1 nm to the right, so does the right edge. Each edge is rough, yet the width is the same everywhere. The line-edge roughness is finite and the linewidth roughness is zero.

Now reverse one edge. Wherever the left edge moves 1 nm to the right, the right edge moves 1 nm to the left, and the line loses 2 nm of width. The roughness of each edge is what it was before, but the width now varies twice as much as either edge. Two lines with identical edge roughness thus have ratios of linewidth to line-edge roughness of 0 and 2.

## The belief and its appeal

The belief is that linewidth roughness (LWR) equals \(\sqrt2\) times line-edge roughness (LER), so that either can be computed from the other. It rests on a sound rule: the variances of independent quantities add, also when the quantities are subtracted. A width is the difference of two edge positions. If each edge has variance \(s^2\) and the edges are independent, the width has variance \(2s^2\) and standard deviation \(\sqrt2\,s\).

The rule is right; what needs checking is its premise. The edges belong to the same line, and the process that made one may have shaped the other. The premise cannot be read off the roughness of either edge alone, as the two lines above show.

## The variance of a difference

Let the line run along \(y\), and let \(x\) point across it from the left edge to the right edge. Call \(l(y)\) and \(r(y)\) the displacements of the edges from their mean positions, both positive towards \(+x\). With mean width \(W\), the local width is

\[
w(y)=W+r(y)-l(y).
\]

Angle brackets denote an average along a line long enough for the averages to have settled. By definition \(\langle l\rangle=\langle r\rangle=0\). The variances are \(s_L^2=\langle l^2\rangle\) and \(s_R^2=\langle r^2\rangle\), and the correlation coefficient compares the edges at the same \(y\):

\[
\rho=\frac{\langle l\,r\rangle}{s_L s_R}.
\]

The variance of the width follows by expanding the square:

\[
s_w^2=\langle (r-l)^2\rangle=\langle r^2\rangle+\langle l^2\rangle-2\langle l\,r\rangle
=s_L^2+s_R^2-2\rho s_Ls_R .
\]

For edges of equal variance, \(s_L=s_R=s\), this becomes \(s_w^2=2s^2-2\rho s^2\), so

\[
q\equiv\frac{\text{LWR}}{\text{LER}}=\frac{s_w}{s}=\sqrt{2(1-\rho)} .
\]

LER here means the roughness of one edge. Both roughnesses are quoted as three standard deviations, and the common factor 3 cancels. No Gaussian distribution and no particular spectrum was assumed, only finite variances.

The belief amounts to deleting \(-2\rho s^2\). That is justified for \(\rho=0\) and for no other value. The sign depends on the convention: if displacements are counted positive outward from the line, the left one becomes \(-l\), the coefficient changes sign, and the same ratio reads \(\sqrt{2(1+\rho_{\rm out})}\).

The limits follow from the fact that a mean square cannot be negative. For equal variances,

\[
0\le\langle(r\mp l)^2\rangle=2s^2(1\mp\rho),
\]

so \(-1\le\rho\le1\), and therefore \(0\le q\le2\). The opening examples sit at the two ends.

## A family that fills the interval

Two sine-shaped edges reach every value in between without any change in their variances. Let

\[
l=A\sin ky,\qquad r=A\sin(ky+p).
\]

Over a period each has mean square \(A^2/2\), whatever the phase shift \(p\), so \(A=\sqrt2\,s\). The correlation follows from \(\sin a\sin b=\tfrac12[\cos(a-b)-\cos(a+b)]\). The second cosine averages to zero over a period, which leaves \(\langle l\,r\rangle=\tfrac12A^2\cos p\). Dividing by \(A^2/2\) gives \(\rho=\cos p\).

The width can be found separately. From \(\sin a-\sin b=2\sin\frac{a-b}{2}\cos\frac{a+b}{2}\),

\[
r-l=2A\sin\frac p2\,\cos\!\left(ky+\frac p2\right).
\]

Its mean square is \(2A^2\sin^2(p/2)\). Division by \(A^2/2\) gives \(q^2=4\sin^2(p/2)\), hence

\[
q=2\left|\sin\frac p2\right| .
\]

Since \(1-\cos p=2\sin^2(p/2)\), this agrees with the general law. Phase shifts of 0°, 60°, 90°, 120° and 180° give ratios of 0, 1, 1.414, 1.732 and 2. At 60° the width is exactly as rough as one edge.

The case of 90° deserves attention. The ratio is \(\sqrt2\), yet the edges are not independent: the right edge is the left one shifted by a quarter period. A ratio of \(\sqrt2\) between edges of equal variance shows that their correlation at equal \(y\) vanishes. It does not show that they were formed independently.

## Where the missing roughness goes

When correlated edges produce a smooth width, their roughness has not vanished. It has moved into the centre line, whose displacement is \(m=(l+r)/2\). For equal variances,

\[
s_m^2=\tfrac14\langle(l+r)^2\rangle=\tfrac14(2s^2+2\rho s^2)=\tfrac12s^2(1+\rho).
\]

A quarter of the width variance is \(s_w^2/4=\tfrac12s^2(1-\rho)\). Adding the two gives

\[
s_m^2+\tfrac14 s_w^2=s^2 .
\]

At fixed edge roughness, correlation divides a fixed sum between wandering of the line and variation of its width. The first is a placement error, which matters where the line must meet another feature. The second matters where function depends on local width, as in a transistor gate.

## A line 16 nm wide

Take a mean width of 16 nm and a 3-sigma LER of 3.0 nm, so \(s=1.0\) nm. Hold both fixed and change only the correlation. For \(\rho=0.8\),

\[
q=\sqrt{2(1-0.8)}=0.632,\qquad \text{LWR}=0.632\times3.0=1.90\ \text{nm}.
\]

The other cases follow in the same way. All roughnesses are 3-sigma values in nm.

| \(\rho\) | \(q\) | LWR | centre line |
|---:|---:|---:|---:|
| 1.0 | 0 | 0 | 3.00 |
| 0.8 | 0.632 | 1.90 | 2.85 |
| 0.5 | 1.000 | 3.00 | 2.60 |
| 0 | 1.414 | 4.24 | 2.12 |
| −0.5 | 1.732 | 5.20 | 1.50 |
| −1.0 | 2.000 | 6.00 | 0 |

Someone who measures an LWR of 1.90 nm on the line with \(\rho=0.8\) and divides by \(\sqrt2\) reports an LER of 1.34 nm. The true value is 3.00 nm, more than twice as large. On the anticorrelated line, \(6.00/\sqrt2=4.24\) nm, which is too large by 41% of the true value. The error can have either sign.

The consequence for narrow places is stronger than the ratios suggest. If the edges are jointly Gaussian, the width is Gaussian too, and the fraction of the line narrower than 12 nm is set by the distance to the limit in units of \(s_w\). That distance is \(4/1.414=2.83\) for uncorrelated edges and \(4/2=2\) for fully anticorrelated ones. The fractions are 0.23% and 2.3%: ten times as much narrow line at the same LER. For \(\rho=0.8\) the distance is \(4/0.632=6.3\), and the Gaussian tail gives about \(10^{-10}\). So far out, the number reflects the assumed distribution and should be read as "negligible in this model". A Gaussian width could even become negative, but for \(\rho=-1\) that lies 8 standard deviations away, with a probability of about \(6\times10^{-16}\).

The law was also tested on random edges: 2000 Gaussian lines, each 2000 nm long with rows 2 nm apart, and a correlation that falls as \(e^{-|t|/c}\) with separation \(t\) along the line, where \(c=20\) nm. For all six coefficients the simulated ratio lay within 0.01 of the formula; the largest difference was 0.004.

## Edges of unequal roughness

If the variances differ, "the" LER must be defined. Let it be the rms value \(\bar s\), with \(\bar s^2=(s_L^2+s_R^2)/2\). Dividing the general variance by \(\bar s^2\) gives

\[
\frac{s_w^2}{\bar s^2}=2-\frac{4\rho s_Ls_R}{s_L^2+s_R^2}.
\]

For \(\rho=0\) this is still 2, so \(\sqrt2\) survives with this definition. The ends do not. At \(\rho=1\) the width variance is \((s_R-s_L)^2\), and at \(\rho=-1\) it is \((s_R+s_L)^2\). With edge sigmas of 0.8 and 1.3 nm, \(\bar s=1.079\) nm, and the ratio runs from \(0.5/1.079=0.463\) to \(2.1/1.079=1.946\). The full interval from 0 to 2 requires equal variances.

## What the microscope adds

A scanning electron microscope locates each edge with some error. Let independent noise of standard deviation \(n\) be added to each edge. Let each scan row also be displaced by a random jitter of standard deviation \(j\), which moves both edges of that row together. Both errors are independent of the true shape.

The variance of one measured edge is \(s^2+n^2+j^2\). In the width the jitter cancels, while the two noise terms add. Hence

\[
q_{\rm meas}^2=\frac{2(1-\rho)s^2+2n^2}{s^2+n^2+j^2}.
\]

Consider noise alone, \(j=0\). Subtracting 2 from both sides, over the common denominator,

\[
q_{\rm meas}^2-2=\frac{-2\rho s^2}{s^2+n^2}
=(q^2-2)\,\frac{s^2}{s^2+n^2},
\]

because \(q^2-2=-2\rho\). Noise shrinks the departure of \(q^2\) from 2. A sufficiently noisy image therefore returns a ratio near \(\sqrt2\) whatever the line is like, and appears to confirm the belief.

For \(n=0.5\) nm and \(\rho=0.8\),

\[
q_{\rm meas}=\sqrt{\frac{0.40+0.50}{1.00+0.25}}=0.849
\]

instead of 0.632. A line with perfectly parallel edges, whose true ratio is 0, gives 0.632 with the same noise. It would pass for a noise-free line with \(\rho=0.8\). At the other end, 2 is lowered to 1.897.

If \(n\) is known and there is no jitter, the cure is to subtract \(n^2\) from the edge variance and \(2n^2\) from the width variance before taking the ratio. Here that gives \((0.90-0.50)/(1.25-0.25)=0.40\), whose root is 0.632. Applied to the simulated noisy edges, the subtraction returned 0.635.

Jitter acts differently. It raises the apparent LER and leaves the LWR alone, so it lowers any nonzero ratio. To correct for it, \(j^2\) must be subtracted from the edge variance only. With \(j=0.3\) nm and no noise, uncorrelated edges give \(\sqrt{2/1.09}=1.355\) and would look slightly correlated. With both errors present, the line with \(\rho=0.8\) gives 0.820.

## What a finite line adds

On a line of length \(L\), the mean edge position is itself estimated from the data. Subtracting it removes the part of the roughness that shifts the whole measured piece. For the exponential correlation above, the variance of the mean, as a fraction of \(s^2\), is the average of \(e^{-|y-y'|/c}\) over all pairs of points. Pairs at separation \(t\) occur with weight \(2(L-t)/L^2\), so the lost fraction is

\[
f=\frac{2}{L^2}\int_0^L(L-t)e^{-t/c}\,dt .
\]

Integration by parts gives \(Lc-c^2(1-e^{-L/c})\) for the integral, and

\[
f=\frac{2c}{L}\left[1-\frac cL\left(1-e^{-L/c}\right)\right].
\]

For \(c=20\) nm and \(L=2000\) nm this is \(0.02\times0.99\), or 1.98%. If all correlations, within and between the edges, have the same shape, the expected width and edge variances lose the same fraction, and the ratio of these variances is unchanged.

It changes when the edges follow each other at long range but differ at short range. Suppose 80% of each edge's variance is common to both, with a correlation length of 60 nm, and 20% is independent, with 10 nm. On an endless line \(\rho=0.8\) and \(q=0.632\). In a 200 nm box the formula removes 42.6% of the common part and 9.5% of the independent part. What remains is \(0.8\times0.574=0.459\) and \(0.2\times0.905=0.181\). Only the independent part enters the width, and it does so twice:

\[
q=\sqrt{\frac{2\times0.181}{0.459+0.181}}=0.752 .
\]

In a 2000 nm box the value is 0.645. These are ratios of variances averaged over many boxes; the ratios of single 200 nm boxes scatter by about 0.19 and average about 0.80. They also assume that only the mean is removed. If a fitted straight line is subtracted from each edge, as is common in practice, more is lost: about 63% of the common part and 18% of the independent part in the 200 nm box, and the two ratios become 0.845 and 0.658. A ratio should therefore be quoted with the length over which it was measured.

A single line also gives a scattered answer. Take edges of equal variance. Let \(U\) and \(D\) be its sample variances of \(l+r\) and \(r-l\). Since \((l+r)^2+(r-l)^2=2(l^2+r^2)\), the mean edge variance is \((U+D)/4\), and \(q^2=4D/(U+D)\). Small changes obey

\[
\frac{2\,\delta q}{q}=\frac{U}{U+D}\left(\frac{\delta D}{D}-\frac{\delta U}{U}\right),
\qquad \frac{U}{U+D}\approx\frac{1+\rho}{2}.
\]

For jointly Gaussian edges whose correlations all have one exponential shape, within each edge and also between the two, where the covariance at separation \(t\) is \(\rho s^2e^{-|t|/c}\), the sum and difference are independent. This fails if, for example, one edge is a shifted copy of the other, and the estimate below then does not apply. The squares of two Gaussian variables with zero mean and covariance \(C\) have covariance \(2C^2\). Averaged over all pairs of points, and to leading order in \(c/L\), each sample variance then has relative variance \((2/L)\int e^{-2|t|/c}dt=2c/L\). The bracket has standard deviation \(2\sqrt{c/L}\), so

\[
\delta q_{\rm rms}\approx\frac{q(1+\rho)}{2}\sqrt{\frac cL}.
\]

For \(c/L=0.01\) this gives 0.071 at \(\rho=0\) and 0.057 at \(\rho=0.8\); the simulated lines scattered by 0.069 and 0.056. One uncorrelated line may thus easily show 1.35 or 1.48. A small departure from \(\sqrt2\) means something only after averaging over many such lines or over a much greater length.

## The model beside real lines

The width of 16 nm, the LER of 3 nm and the correlation length of 20 nm are illustrative values for a finely patterned line, not data for a particular process. In spacer patterning, a film is deposited on the sidewall of a sacrificial core and becomes the line. One edge is the core's sidewall and the other is the outer surface of the film, which tends to follow it. This gives a reason to expect positive correlation, but \(\rho=0.8\) is a chosen value, not a measured one. Real lines need not have equal edge variances or one correlation shape at all wavelengths. For the assumed mixture of ranges, the second departure moves the ratio from 0.632 to 0.645 or 0.752, depending on the box. Uncorrected noise of 0.5 nm alone moves it from 0.632 to 0.849; combined with the finite box it gives about 0.86 for 2000 nm and 0.98 for 200 nm.

The finite beam also averages the edge along the line. If this acts as linear Gaussian smoothing of standard deviation \(b\), the fraction of edge variance kept is the average of \(e^{-|t|/c}\) over pairs of points drawn independently with the smoothing weight. Their offset \(t\) is Gaussian with variance \(2b^2\), so this fraction is

\[
\frac{1}{b\sqrt\pi}\int_0^\infty e^{-t^2/4b^2-t/c}\,dt
=e^{b^2/c^2}\,\mathrm{erfc}\!\left(\frac bc\right),
\]

after completing the square with \(v=t/2b+b/c\). For \(b=1\) nm and \(c=20\) nm it is 0.946, so an LER of 3.00 nm appears as 2.92 nm. With one correlation shape throughout, the LWR shrinks by the same factor and the ratio stays put.

The factor \(\sqrt2\) thus describes edges with no correlation at equal \(y\), where LER means the roughness of either edge if their variances are equal, and the rms value of the two if they are not. Where both edges are visible, the correlation can be measured: compute \(\rho\) from the two edge traces, with noise and jitter accounted for, or report LER and LWR separately.

## Table of computed values

```
mean width 16.0 nm, LER 3-sigma 3.0 nm
edge sigma 1.00 nm, corr. length 20 nm
line length 2000 nm, row step 2 nm
sine edges: phase (deg), rho, LWR/LER
    0   1.000  0.000
   60   0.500  1.000
   90   0.000  1.414
  120  -0.500  1.732
  180  -1.000  2.000
unequal edges: sigmas 0.8 and 1.3 nm
  ratio to rms edge: 0.463 to 1.946
random edges, 3-sigma values in nm:
  rho, ratio law, simulated, LWR, centre, width-3sigma
   1.0 0.000 0.000 0.00 3.00 16.00
   0.8 0.632 0.635 1.90 2.85 14.10
   0.5 1.000 1.004 3.00 2.60 13.00
   0.0 1.414 1.417 4.24 2.12 11.76
  -0.5 1.732 1.733 5.20 1.50 10.80
  -1.0 2.000 2.000 6.00 0.00 10.00
LER 3-sigma wrongly inferred as LWR/sqrt(2):
  rho  0.8: 1.34 nm, true 3.00 nm
  rho -1.0: 4.24 nm, true 3.00 nm
fraction of line narrower than 12 nm:
  rho  0.8: 1.27e-10
  rho  0.0: 2.34e-03
  rho -1.0: 2.28e-02
edges crossing, rho -1, Gaussian tail: 6.2e-16
noise 0.5 nm per edge, common jitter 0.3 nm
  rho, noise, jitter: true ratio, measured ratio
   1.0 0.5 0.0: 0.000 0.632
   0.8 0.5 0.0: 0.632 0.849
  -1.0 0.5 0.0: 2.000 1.897
   0.0 0.0 0.3: 1.414 1.355
   0.8 0.5 0.3: 0.632 0.820
noise-corrected simulated ratio, rho 0.8: 0.635
scatter of ratio from a single line: law, simulated
  rho 0.8: 0.057 0.056
  rho 0.0: 0.071 0.069
variance lost by finite length: 1.98 %
common share 0.8, lengths 60 and 10 nm
  ratio, endless line: 0.632
  ratio, 2000 nm box: 0.645
  ratio, 200 nm box: 0.752
beam averaging sigma 1.0 nm: variance kept 0.946
  LER 3-sigma seen: 2.92 nm
```
